# Extrusion of a frictionless through-silicon via in a matched elastic plate: test program

```python
# RESULT UNDER TEST
# A via (length L, radius a) fills a hole in a plate with the same Young modulus E
# and Poisson ratio nu. The wall is frictionless but stays in radial contact.
# Heating gives the via an excess free strain eps over the plate. All end faces
# are free. Total extrusion over both ends, relative to the plate faces:
#     extrusion = (1 + nu) * eps * L
# p is the wall pressure, Y the via yield stress, mu_f a friction coefficient.
# Lengths are in micrometres and stresses in GPa unless a name says otherwise.
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.integrate import solve_ivp


def lame(E, nu):
    """First Lame constant and shear modulus."""
    return E * nu / ((1 + nu) * (1 - 2 * nu)), E / (2 * (1 + nu))


def finite_elements(a, b, half, via, plate, eps, bonded=False,
                    n_via=12, n_plate=40, n_z=30):
    """Axisymmetric elastic solution for the upper half of via and plate.

    Radial displacement is shared at the wall. Axial displacement is shared
    only if bonded. Returns the step at the wall, the height of the via centre
    above the outer plate edge (both per end), and the radial displacement of
    the wall at mid-height and at the surface.
    """
    t = np.linspace(0, 1, n_via + 1)
    r_via = a * (1 - (1 - t)**2)
    t = np.linspace(0, 1, n_plate + 1)
    r_plate = a * (b / a)**(t**1.5)
    r = np.concatenate([r_via, r_plate[1:]])
    t = np.linspace(0, 1, n_z + 1)
    z = half * (1 - (1 - t)**2)
    n_r = len(r)
    slip = 0 if bonded else 1
    n_rows = n_z + 1
    radial = np.arange(n_r * n_rows).reshape(n_r, n_rows)
    axial = n_r * n_rows + np.arange((n_r + slip) * n_rows).reshape(-1, n_rows)
    size = n_r * n_rows + (n_r + slip) * n_rows
    rows, cols, vals = [], [], []
    load = np.zeros(size)
    gauss = (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3))
    for i in range(n_r - 1):
        in_via = i < n_via
        lam, G = lame(*(via if in_via else plate))
        D = np.full((4, 4), 0.0)
        D[:3, :3] = lam
        D[[0, 1, 2], [0, 1, 2]] += 2 * G
        D[3, 3] = G
        free = np.array([1.0, 1.0, 1.0, 0.0]) * (eps if in_via else 0.0)
        k = i if in_via else i + slip
        dr = r[i + 1] - r[i]
        for j in range(n_z):
            dz = z[j + 1] - z[j]
            K = np.zeros((8, 8))
            F = np.zeros(8)
            for x in gauss:
                rad = r[i] + x * dr
                for y in gauss:
                    N = np.array([(1-x)*(1-y), x*(1-y), x*y, (1-x)*y])
                    Nr = np.array([-(1-y), 1-y, y, -y]) / dr
                    Nz = np.array([-(1-x), -x, x, 1-x]) / dz
                    B = np.zeros((4, 8))
                    B[0, :4] = Nr
                    B[1, :4] = N / rad
                    B[2, 4:] = Nz
                    B[3, :4] = Nz
                    B[3, 4:] = Nr
                    BD = B.T @ D * (rad * dr * dz / 4)
                    K += BD @ B
                    F += BD @ free
            dof = np.array([radial[i, j], radial[i+1, j],
                            radial[i+1, j+1], radial[i, j+1],
                            axial[k, j], axial[k+1, j],
                            axial[k+1, j+1], axial[k, j+1]])
            rows.append(np.repeat(dof, 8))
            cols.append(np.tile(dof, 8))
            vals.append(K.ravel())
            load[dof] += F
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(size, size)).tocsc()
    fixed = np.concatenate([radial[0], axial[:, 0]])
    active = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[active] = spsolve(matrix[active][:, active], load[active])
    step = u[axial[n_via, -1]] - u[axial[n_via + slip, -1]]
    centre = u[axial[0, -1]] - u[axial[-1, -1]]
    return step, centre, u[radial[n_via, 0]], u[radial[n_via, -1]]


def axial_ratio(E_via, nu_via, G_plate):
    """Axial strain of a frictionless via divided by eps, large plate."""
    return 1 + 2 * nu_via / (1 - nu_via + E_via / (2 * G_plate))


def close(value, target, rel):
    assert abs(value / target - 1) < rel, (value, target)


# Example: round, rough values for a metal-filled through-silicon via
L, a, nu, E = 50.0, 2.5, 0.28, 120.0
half = L / 2
mismatch_ppm, rise = 14.4, 250.0
eps = mismatch_ppm * 1e-6 * rise
close(eps, 0.0036, 1e-12)
nm = 1000.0
p = E * eps / 2
extrusion = (1 + nu) * eps * L * nm
wall = (1 + nu) * p / E * a
assert round(extrusion) == 230

# Main result: finite elements with a sliding wall, large plate
b = 300.0
step, centre, wall_mid, wall_top = finite_elements(
    a, b, half, (E, nu), (E, nu), eps)
fem_extrusion = 2 * step * nm
close(fem_extrusion, extrusion, 2e-3)
close(centre, step, 2e-3)                 # the via end stays flat
close(wall_mid, wall, 3e-3)               # confirms the wall pressure
close(wall_top, wall, 3e-3)               # no end correction

# Independence of plate size and via radius, tried at another Poisson ratio
near_step = finite_elements(5.0, 10.0, half, (E, 0.40), (E, 0.40), eps,
                            n_z=8)[0]
close(2 * near_step, 1.40 * eps * L, 2e-3)
small_plate = 2 * nm * finite_elements(
    a, 2 * a, half, (E, nu), (E, nu), eps, n_z=8)[0]
close(small_plate, extrusion, 2e-3)

# Unequal elastic constants and the rigid hole
E_other, nu_other = 200.0, 0.20
other_step = finite_elements(a, b, half, (E, 0.34), (E_other, nu_other),
                             eps, n_z=8)[0]
close(2 * other_step,
      axial_ratio(E, 0.34, lame(E_other, nu_other)[1]) * eps * L, 2e-3)
rigid = (1 + nu) / (1 - nu) * eps * L * nm
rigid_step = finite_elements(a, b, half, (E, nu), (1e6 * E, nu), eps,
                             n_z=8)[0]
close(2 * rigid_step * nm, rigid, 2e-3)
unconstrained = eps * L * nm

# Neglected effect 1: yielding of a non-hardening via
Y = 0.150
assert Y < p
plastic = (3 * eps - 2 * (2 - nu) * Y / E) * L * nm
yield_rise = 2 * Y / E / (mismatch_ppm * 1e-6)
lam, G = lame(E, nu)
flow_r, flow_z = 0.0, 0.0
first_yield = None
for heat in np.linspace(0, eps, 101)[1:]:
    for _ in range(50):
        sr, sz = flow_r + heat, flow_z + heat
        A = np.array([[2 * lam + 4 * G, lam], [2 * lam, lam + 2 * G]])
        rhs = np.array([2 * (lam + G) * sr + lam * sz,
                        2 * lam * sr + (lam + 2 * G) * sz])
        er, ez = np.linalg.solve(A, rhs)
        stress_r = 2 * (lam + G) * (er - sr) + lam * (ez - sz)
        stress_z = 2 * lam * (er - sr) + (lam + 2 * G) * (ez - sz)
        mises = abs(stress_r - stress_z)
        if mises <= Y * (1 + 1e-12):
            break
        if first_yield is None:
            first_yield = heat / (mismatch_ppm * 1e-6)
        mean = (2 * stress_r + stress_z) / 3
        amount = 2 * (mises - Y) / E
        flow_r += amount * 1.5 * (stress_r - mean) / mises
        flow_z += amount * 1.5 * (stress_z - mean) / mises
close(ez * L * nm, plastic, 1e-6)
assert 0 <= first_yield - yield_rise <= rise / 100 + 1e-9

# Neglected effect 2: Coulomb friction, slice model with no axial plate strain
mu_f = 0.10
x = mu_f * nu * half / a
friction = extrusion * (1 - (1 - nu) * (np.expm1(x) / x - 1) / nu)
q_mid = E * eps / nu * np.expm1(x)


def slice_state(q):
    """Wall pressure and axial strain of a slice under axial pressure q."""
    A = np.array([[2 * lam + 4 * G, lam], [2 * lam, lam + 2 * G]])
    bulk = (3 * lam + 2 * G) * eps
    e_r, e_z = np.linalg.solve(A, np.array([bulk, bulk - q]))
    return 2 * G * e_r, e_z


def slice_rates(s, state):
    pressure, strain = slice_state(state[0])
    return [2 * mu_f * pressure / a, strain]


sol = solve_ivp(slice_rates, (0, half), [0.0, 0.0], rtol=1e-9, atol=1e-12)
close(2 * sol.y[1, -1] * nm, friction, 1e-6)
close(sol.y[0, -1], q_mid, 1e-6)
strain_mid = slice_state(q_mid)[1]
assert strain_mid > 0                     # the whole wall slips outward

# Neglected effect 3: perfect bonding at the wall
bond_fine = finite_elements(a, b, half, (E, nu), (E, nu), eps, bonded=True)
bond_coarse = finite_elements(a, b, half, (E, nu), (E, nu), eps, bonded=True,
                              n_via=8, n_plate=26, n_z=20)
close(bond_coarse[1], bond_fine[1], 0.03)
bonded = 2 * bond_fine[1] * nm
assert bonded < extrusion

# Neglected effect 4: stiffness and cubic anisotropy of silicon, rough constants
C11, C12, C44 = 166.0, 64.0, 80.0
G_soft, G_stiff = (C11 - C12) / 2, C44
soft = axial_ratio(E, nu, G_soft) * eps * L * nm
stiff = axial_ratio(E, nu, G_stiff) * eps * L * nm
nu_metal = 0.34
stiff_metal = axial_ratio(E, nu_metal, G_stiff) * eps * L * nm

# Neglected effect 5: order of the finite-strain correction
finite_strain = eps * extrusion

print(f"Via length: {L:.0f} um")
print(f"Via radius: {a:.1f} um")
print(f"Poisson ratio: {nu:.2f}")
print(f"Common Young modulus (rough): {E:.0f} GPa")
print(f"Expansion mismatch (rough): {mismatch_ppm:.1f} ppm/K")
print(f"Temperature rise: {rise:.0f} K")
print(f"Mismatch strain: {eps:.4f}")
print(f"Wall pressure = von Mises stress in via: {p*1000:.0f} MPa")
print(f"Radial wall displacement, formula: {wall*nm:.2f} nm")
print(f"Radial wall displacement, finite elements: {wall_mid*nm:.2f} nm")
print(f"Axial strain of via: {(1+nu)*eps:.6f}")
print(f"Total extrusion, formula: {extrusion:.1f} nm")
print(f"Extrusion per end: {extrusion/2:.1f} nm")
print(f"Total extrusion, finite elements: {fem_extrusion:.1f} nm")
print(f"Same, plate radius only twice via radius: {small_plate:.1f} nm")
print(f"Unconstrained via: {unconstrained:.1f} nm")
print(f"Rigid hole: {rigid:.1f} nm")
print("Neglected effects, total extrusion with each one alone:")
print(f"Yield stress (rough): {Y*1000:.0f} MPa")
print(f"Temperature rise at first yield: {yield_rise:.0f} K")
print(f"With yielding: {plastic:.1f} nm")
print(f"Friction coefficient (rough): {mu_f:.2f}")
print(f"Axial pressure at mid-height with friction: {q_mid*1000:.0f} MPa")
print(f"Axial strain at mid-height with friction: {strain_mid:.6f}")
print(f"With friction: {friction:.1f} nm")
print(f"Perfectly bonded wall, via centre: {bonded:.0f} nm")
print(f"Silicon C11, C12, C44 (rough): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Plate shear moduli: {G_soft:.0f} and {G_stiff:.0f} GPa")
print(f"With softer plate shear modulus: {soft:.1f} nm")
print(f"With stiffer plate shear modulus: {stiff:.1f} nm")
print(f"Stiffer, via Poisson ratio {nu_metal:.2f}: {stiff_metal:.1f} nm")
print(f"Order of finite-strain correction: {finite_strain:.1f} nm")
print("finished without a failed check")
```

It prints:

```
Via length: 50 um
Via radius: 2.5 um
Poisson ratio: 0.28
Common Young modulus (rough): 120 GPa
Expansion mismatch (rough): 14.4 ppm/K
Temperature rise: 250 K
Mismatch strain: 0.0036
Wall pressure = von Mises stress in via: 216 MPa
Radial wall displacement, formula: 5.76 nm
Radial wall displacement, finite elements: 5.76 nm
Axial strain of via: 0.004608
Total extrusion, formula: 230.4 nm
Extrusion per end: 115.2 nm
Total extrusion, finite elements: 230.5 nm
Same, plate radius only twice via radius: 230.4 nm
Unconstrained via: 180.0 nm
Rigid hole: 320.0 nm
Neglected effects, total extrusion with each one alone:
Yield stress (rough): 150 MPa
Temperature rise at first yield: 174 K
With yielding: 325.0 nm
Friction coefficient (rough): 0.10
Axial pressure at mid-height with friction: 499 MPa
Axial strain at mid-height with friction: 0.000779
With friction: 139.1 nm
Perfectly bonded wall, via centre: 43 nm
Silicon C11, C12, C44 (rough): 166, 64, 80 GPa
Plate shear moduli: 51 and 80 GPa
With softer plate shear modulus: 233.2 nm
With stiffer plate shear modulus: 248.6 nm
Stiffer, via Poisson ratio 0.34: 266.8 nm
Order of finite-strain correction: 0.8 nm
finished without a failed check
```
